# Spin-flip CIS and the breaking of the H2 bond: test program

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

```python
"""Spin-flip CIS from the triplet |1 alpha, 2 alpha| equals full CI for H2
in a minimal basis, and separates correctly into two hydrogen atoms.

h[p,q]: one-electron integrals; g[p,q,r,s] = (pq|rs): repulsion integrals;
orbitals 0 and 1 (sigma_g, sigma_u) are occupied by alpha electrons in the
reference; a spin flip (i,a) moves alpha electron i to beta orbital a.
R: bond length in bohr. Energies are in hartree and include nuclear repulsion.
Larger-basis calculations show where the equality with full CI ends.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto, scf, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def molecule(R, basis, spin=0):
    return gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
                 basis=basis, spin=spin, verbose=0)


def integrals(mol, C):
    hao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                  C, C, C, C, optimize=True)
    return C.T @ hao @ C, g


def atom_energy(basis):
    mol = gto.M(atom="H 0 0 0", basis=basis, spin=1, verbose=0)
    hao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return eigh(hao, mol.intor("int1e_ovlp"), eigvals_only=True)[0]


def full_ci_energy(mol):
    """Separate solver, in symmetrically orthogonalized atomic orbitals."""
    s, U = np.linalg.eigh(mol.intor("int1e_ovlp"))
    h, g = integrals(mol, U @ np.diag(s ** -0.5) @ U.T)
    energy, _ = fci.direct_spin1.kernel(h, g, len(h), (1, 1))
    return float(energy) + mol.energy_nuc()


def triplet_energy(h, g, vn):
    return h[0, 0] + h[1, 1] + g[0, 0, 1, 1] - g[0, 1, 1, 0] + vn


def spin_flip_matrix(h, g, vn):
    """Derived formula; row index is i*N + a."""
    n = len(h)
    J = g[:, :, 0, 0] + g[:, :, 1, 1]
    K = g[:, 0, 0, :] + g[:, 1, 1, :]
    f_beta, f_alpha = h + J, (h + J - K)[:2, :2]
    M = triplet_energy(h, g, vn) * np.eye(2 * n)
    M += np.kron(np.eye(2), f_beta) - np.kron(f_alpha, np.eye(n))
    M -= g[:2, :2, :, :].transpose(0, 2, 1, 3).reshape(2 * n, 2 * n)
    return M


def product_hamiltonian(h, g, vn):
    """H for one alpha electron in p and one beta electron in q; index p*N+q."""
    n = len(h)
    one = np.eye(n)
    return (np.kron(h, one) + np.kron(one, h) + vn * np.eye(n * n)
            + g.transpose(0, 2, 1, 3).reshape(n * n, n * n))


def fock_space_test(h, g, vn):
    """Build H from fermion operators and the spin flips from their definition."""
    low, z, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    c = []
    for k in range(4):
        op = np.eye(1)
        for m in range(4):
            op = np.kron(op, z if m < k else low if m == k else one)
        c.append(op)
    c = [c[:2], c[2:]]                       # c[spin][orbital]
    H = vn * np.eye(16)
    for s in range(2):
        for p in range(2):
            for q in range(2):
                H += h[p, q] * c[s][p].T @ c[s][q]
                for t in range(2):
                    for r in range(2):
                        for u in range(2):
                            H += 0.5 * g[p, q, r, u] * (
                                c[s][p].T @ c[t][r].T @ c[t][u] @ c[s][q])
    vacuum = np.eye(16)[0]
    ref = c[0][0].T @ c[0][1].T @ vacuum
    V = np.array([c[1][a].T @ c[0][i] @ ref
                  for i in range(2) for a in range(2)]).T
    count = [np.diag(sum(x.T @ x for x in c[s])) for s in range(2)]
    sector = np.where((count[0] == 1) & (count[1] == 1))[0]
    assert len(sector) == np.linalg.matrix_rank(V) == 4
    M = spin_flip_matrix(h, g, vn)
    assert np.allclose(V.T @ H @ V, M, atol=1e-10)
    assert np.isclose(ref @ H @ ref, triplet_energy(h, g, vn), atol=1e-10)
    assert np.allclose(V.T @ H @ ref, 0, atol=1e-10)
    exact_roots = np.linalg.eigvalsh(H[np.ix_(sector, sector)])
    assert np.allclose(np.linalg.eigvalsh(M), exact_roots, atol=1e-10)
    return M


def spin_square(vector, n):
    """<S^2> of a two-electron state with M_s = 0 from its exchange-odd part."""
    C = vector.reshape(n, n)
    return 2 * np.sum(((C - C.T) / 2) ** 2)


# Minimal basis: symmetry fixes both molecular orbitals.
e_atom = atom_energy("sto-3g")
print("STO-3G: 2 E_H = %.6f hartree" % (2 * e_atom))
print("R/bohr   E_RHF      E_SF-CIS   E_FCI      E_T (hartree)  w_u")
for R in (1.4, 2.5, 4.0, 6.0, 20.0):
    mol = molecule(R, "sto-3g")
    vn = mol.energy_nuc()
    overlap = mol.intor("int1e_ovlp")[0, 1]
    C = np.array([[1., 1.], [1., -1.]]) / np.sqrt(2 * np.array(
        [1 + overlap, 1 - overlap]))
    h, g = integrals(mol, C)
    M = fock_space_test(h, g, vn)
    roots = np.linalg.eigvalsh(M)
    e_fci = full_ci_energy(mol)
    e_t = triplet_energy(h, g, vn)
    assert abs(roots[0] - e_fci) < 1e-8
    assert np.min(abs(roots - e_t)) < 1e-9

    # The equality must survive mixing of the two orbitals.
    for angle in (0.3, np.pi / 4):
        co, si = np.cos(angle), np.sin(angle)
        hr, gr = integrals(mol, C @ np.array([[co, -si], [si, co]]))
        Mr = fock_space_test(hr, gr, vn)
        assert np.allclose(np.linalg.eigvalsh(Mr), roots, atol=1e-9)

    # Closed-form ground state and weight against numerical diagonalization.
    E1, E2 = 2*h[0, 0] + g[0, 0, 0, 0] + vn, 2*h[1, 1] + g[1, 1, 1, 1] + vn
    K12, J12 = g[0, 1, 0, 1], g[0, 0, 1, 1]
    delta = (E2 - E1) / 2
    root = np.hypot(delta, K12)
    w_u = (1 - delta / root) / 2
    block_e, block_v = np.linalg.eigh(M[np.ix_([2, 1], [2, 1])])
    assert abs((E1 + E2) / 2 - root - e_fci) < 1e-8
    assert abs(block_e[0] - e_fci) < 1e-8
    assert abs(block_v[1, 0] ** 2 - w_u) < 1e-8
    open_center = h[0, 0] + h[1, 1] + J12 + vn
    expected = np.sort([(E1+E2)/2 - root, (E1+E2)/2 + root,
                        open_center - K12, open_center + K12])
    assert np.allclose(expected, roots, atol=1e-9)

    # Ordinary singlet CIS from the closed shell lacks the double excitation.
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    e_rhf = mf.kernel(dm0=2 * np.outer(C[:, 0], C[:, 0]))
    assert mf.converged
    P = np.array([[1, 0, 0, 0], [0, 2**-.5, 2**-.5, 0]])
    cis = np.linalg.eigvalsh(P @ product_hamiltonian(h, g, vn) @ P.T)
    assert abs(cis[0] - e_rhf) < 1e-8 and e_rhf > e_fci + 1e-3
    print("%5.1f  %10.6f %10.6f %10.6f %10.6f     %.5f"
          % (R, e_rhf, roots[0], e_fci, e_t, w_u))
    if R == 1.4:
        example = dict(h11=h[0, 0], h22=h[1, 1], J11=g[0, 0, 0, 0],
                       J22=g[1, 1, 1, 1], J12=J12, K12=K12, V_n=vn,
                       E_1=E1, E_2=E2, Delta=delta, square_root=root)
        example_roots, example_t, example_rhf = roots, e_t, e_rhf

# The last geometry is the separated-atom test (R = 20 bohr).
U_atom = mol.intor("int2e")[0, 0, 0, 0]
rhf_error = e_rhf - 2 * e_atom
local = product_hamiltonian(hr, gr, vn)      # orbitals rotated by 45 degrees
ionic = np.linalg.eigvalsh(local[np.ix_([0, 3], [0, 3])])[0]
covalent = np.linalg.eigvalsh(local[np.ix_([1, 2], [1, 2])])[0]
assert abs(roots[0] - 2 * e_atom) < 1e-7
assert abs(w_u - 0.5) < 1e-6
assert abs(rhf_error - (U_atom / 2 - 1 / (2 * R))) < 1e-6
assert abs(K12 - (U_atom / 2 - 1 / (2 * R))) < 1e-6
assert abs(ionic - (2 * e_atom + U_atom - 1 / R)) < 1e-6
assert abs(covalent - 2 * e_atom) < 1e-7

print("STO-3G details at R = 1.4 bohr, hartree:")
for name, value in example.items():
    print("  %-12s %10.6f" % (name, value))
print("  four SF-CIS roots:", " ".join("%.6f" % x for x in example_roots))
flip = example_roots[0] - example_t
print("  spin-flip energy E-E_T = %.6f hartree = %.4f eV"
      % (flip, flip * HARTREE_EV))
print("  E-E_RHF = %.6f hartree" % (example_roots[0] - example_rhf))
print("  2E_H-E = %.6f hartree" % (2 * e_atom - example_roots[0]))
print("STO-3G at R = 20 bohr, hartree:")
print("  U = %.6f, K12 = %.6f" % (U_atom, K12))
print("  RHF error E_RHF-2E_H = %.6f" % rhf_error)
print("  localized closed shells only: E-2E_H = %.6f" % (ionic - 2 * e_atom))
print("  localized open shells only: |E-2E_H| = %.1e"
      % abs(covalent - 2 * e_atom))

# A larger basis: correct separation, but no longer full CI.
e_atom_big = atom_energy("6-31g")
print("6-31G: 2 E_H = %.6f hartree" % (2 * e_atom_big))
for R in (1.4, 4.0, 20.0):
    mol = molecule(R, "6-31g", spin=2)
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged and np.allclose(mf.mo_occ[:2], 1)
    h, g = integrals(mol, mf.mo_coeff)
    n, vn = len(h), mol.energy_nuc()
    assert abs(triplet_energy(h, g, vn) - mf.e_tot) < 1e-8
    M = spin_flip_matrix(h, g, vn)
    H = product_hamiltonian(h, g, vn)
    # Map (i,a) to the remaining alpha orbital and beta orbital a.
    T = np.zeros((n * n, 2 * n))
    for i in range(2):
        for a in range(n):
            T[(1 - i) * n + a, i * n + a] = -1 if i == 0 else 1
    assert np.allclose(T.T @ H @ T, M, atol=1e-9)
    energies, vectors = np.linalg.eigh(M)
    e_fci = full_ci_energy(mol)
    assert abs(np.linalg.eigvalsh(H)[0] - e_fci) < 1e-8
    assert energies[0] >= e_fci - 1e-9
    print("  R=%4.1f bohr: SF-CIS %.6f, FCI %.6f hartree"
          % (R, energies[0], e_fci))
    if R == 1.4:
        s2 = spin_square(T @ vectors[:, 0], n)
        # Supply the spin-exchanged partner of every spin-flip determinant.
        keep = [p * n + q for p in range(n) for q in range(n) if min(p, q) < 2]
        e_paired, v_paired = np.linalg.eigh(H[np.ix_(keep, keep)])
        full_vector = np.zeros(n * n)
        full_vector[keep] = v_paired[:, 0]
        s2_paired = spin_square(full_vector, n)
        assert energies[0] - e_fci > 1e-4
        assert s2 > 1e-5 and s2_paired < 1e-10
        print("    determinants: SF-CIS %d, with partners %d, FCI %d"
              % (len(M), len(keep), len(H)))
        print("    gap to FCI = %.6f hartree" % (energies[0] - e_fci))
        print("    <S^2>: SF-CIS %.6f, with partners %.1e" % (s2, s2_paired))
        print("    E with partners = %.6f hartree" % e_paired[0])
assert abs(energies[0] - 2 * e_atom_big) < 1e-6
assert abs(energies[0] - e_fci) < 1e-6
print("all assertions hold")
```

Printed output:

```
STO-3G: 2 E_H = -0.933164 hartree
R/bohr   E_RHF      E_SF-CIS   E_FCI      E_T (hartree)  w_u
  1.4   -1.116714  -1.137276  -1.137276  -0.531808     0.01270
  2.5   -0.965794  -1.030474  -1.030474  -0.860389     0.08095
  4.0   -0.761082  -0.943778  -0.943778  -0.927332     0.32196
  6.0   -0.645077  -0.933402  -0.933402  -0.933052     0.47352
 20.0   -0.570861  -0.933164  -0.933164  -0.933164     0.50000
STO-3G details at R = 1.4 bohr, hartree:
  h11           -1.252797
  h22           -0.475602
  J11            0.674594
  J22            0.697495
  J12            0.663564
  K12            0.181258
  V_n            0.714286
  E_1           -1.116714
  E_2            0.460576
  Delta          0.788645
  square_root    0.809207
  four SF-CIS roots: -1.137276 -0.531808 -0.169292 0.481138
  spin-flip energy E-E_T = -0.605468 hartree = -16.4756 eV
  E-E_RHF = -0.020562 hartree
  2E_H-E = 0.204112 hartree
STO-3G at R = 20 bohr, hartree:
  U = 0.774606, K12 = 0.362303
  RHF error E_RHF-2E_H = 0.362303
  localized closed shells only: E-2E_H = 0.724606
  localized open shells only: |E-2E_H| = 0.0e+00
6-31G: 2 E_H = -0.996466 hartree
  R= 1.4 bohr: SF-CIS -1.133755, FCI -1.151679 hartree
    determinants: SF-CIS 8, with partners 12, FCI 16
    gap to FCI = 0.017924 hartree
    <S^2>: SF-CIS 0.011615, with partners 3.1e-32
    E with partners = -1.144816 hartree
  R= 4.0 bohr: SF-CIS -1.008670, FCI -1.009485 hartree
  R=20.0 bohr: SF-CIS -0.996466, FCI -0.996466 hartree
all assertions hold
```
